# Finding Nonlinearity and Drift in Capacitor Impedance with a Constrained Relaxation Fit

## The combination that a lawful response cannot contain

Take the time factor $e^{+i\omega t}$ and write the complex capacitance as $C(\omega)=C'-iC''$. A ferroelectric hafnia capacitor at weak drive often shows, to a fair approximation, a loss tangent that varies little over several decades. Consider the idealized case with no preferred time scale in the measured band. A change of the frequency unit can then alter the capacitance by no more than a real constant, as long as the dispersion is small.

Put $s=i\omega$ and $f(s)=C/C_m$, where $C_m$ is the mid-band capacitance. A real, causal, stable and linear response makes $f$ analytic for $\mathrm{Re}\,s>0$ and real for $s>0$. The condition $f(\lambda s)=f(s)+\text{const}(\lambda)$ has the solution $f=a-h\ln s$. Since $\ln(i\omega)=\ln\omega+i\pi/2$,
$$\frac{C'}{C_m}=a-h\ln\omega,\qquad \frac{C''}{C_m}=\frac{\pi}{2}h .$$

Let $g$ be a constant relative loss and $\sigma_C=d(C'/C_m)/d\ln\omega$ a constant relative slope. Both are dimensionless, and lawful pairs lie on the line $g=\pi h/2$, $\sigma_C=-h$. Up to a factor, one linear combination vanishes on that line:
$$D=g+\frac{\pi}{2}\,\sigma_C .$$

This is the defect to look for. Loss without dispersion gives $D>0$, and a capacitance that falls with frequency without loss gives $D<0$. The argument fixes its form but not how to extract it from noisy data with edges, leakage and series resistance.

## The naive scheme and its first failure

The naive scheme fits a sum of relaxation terms with fixed time constants and free real weights, then calls the data consistent if the residual is small. Such terms obey the Kramers-Kronig relations whatever their signs, so a good fit seems to prove consistency.

On a finite band it does not. Suppose a conjugate-symmetric function $r(s)$ on the measured segment of the imaginary axis and its mirror image is orthogonal to $1/(s+a)$ for every $a>0$. The integral $\int r^*(s)\,ds/(s+a)$ is analytic in $a$ away from the segments and vanishes for $a>0$, so it vanishes throughout the connected region outside them. Its jump across a segment is proportional to $r^*$, hence $r=0$. Nothing is orthogonal to all the terms, so with a fine enough set of time constants they can approach any data, lawful or not, if the weights may grow without bound.

The cost depends on bandwidth. In noiseless data with a constant excess loss inserted, the ratio of misfit to inserted defect (root sum of squares) was:

| Band | Weights $\ge 0$ | Free signs | Growth of summed weights |
|---|---|---|---|
| 1 decade | 0.13 | 0.0036 | $1.4\times10^5$ |
| 2 decades | 0.38 | 0.088 | $1.3\times10^6$ |
| 5 decades | 0.75 | 0.55 | $1.1\times10^7$ |

The free-sign figures depend on the cutoff used in the nearly singular least-squares problem. They show free signs hiding almost the whole defect in one decade and about half of it in five. The constrained fit also loses power in a narrow band. A wide band is therefore needed with or without the constraint, and the constraint leaves more of the defect visible at each width tested. In the strongly driven film treated below, free signs lower $\chi^2$, the squared misfit in units of the noise, from 3053 to 1619 at the cutoff used. This is still far above the noise level, but allowing larger weights would lower it further.

## Why the weights must be non-negative

The constraint follows from a physical assumption: the film is passive and purely relaxational. Let it have leakage conductance $G\ge0$, a fast capacitance $C_\infty>0$, and parallel Debye branches of strength $c_j>0$ and time $\theta_j$:
$$Y(s)=G+sC_\infty+\sum_j\frac{c_j s}{1+s\theta_j}.$$

Write $s/(1+s\theta)=\theta^{-1}[1-1/(1+s\theta)]$. The imaginary part of $-1/(1+s\theta)$ is $\theta\,\mathrm{Im}\,s/|1+s\theta|^2$, so
$$\mathrm{Im}\,Y=\mathrm{Im}\,s\left[C_\infty+\sum_j\frac{c_j}{|1+s\theta_j|^2}\right].$$

This is positive in the upper half-plane and, by conjugation, negative in the lower one. The zeros of $Y$, which are the poles of $1/Y$, are therefore real. Near a pole $p$ of order $n$, $1/Y\simeq A/(s-p)^n$. On a small upper semicircle the phase of this expression turns by $n\pi$, while $\mathrm{Im}(1/Y)=-\mathrm{Im}\,Y/|Y|^2$ must stay negative. This requires $n=1$ and $A>0$. For $s>0$ we have $Y>0$, so no pole lies there, and $1/Y\to0$ at large $s$. Adding a series resistance $R$ gives
$$Z=R+\frac{S_0}{i\omega}+\sum_k\frac{S_k\tau_k}{1+i\omega\tau_k},\qquad R,\,S_0,\,S_k\ge0 .$$

Continuous distributions are limits of such sums. The $\tau_k$ are not the branch times $\theta_j$, but this does not matter for the test.

A lead inductance or a resonance is causal and linear yet lies outside this class. Once such effects have been excluded separately, and if the grid of time constants is fine enough, rejection means that the data do not come from a linear, stationary film of this class. It does not by itself prove a Kramers-Kronig violation, because on a finite band a causal sum with free signs and very large weights can still follow the data.

## The fit and the residual as a certificate

For a capacitor it is convenient to multiply by $i\omega$:
$$M=i\omega Z=S_0+i\omega R+\sum_kS_k\,\frac{\omega^2\tau_k^2+i\omega\tau_k}{1+\omega^2\tau_k^2}.$$

Because $|M|=\omega|Z|$, the relative residuals of $Z$ and $M$ differ by the factor $-i$, and the least-squares problem is the same. Define $\rho=(M-M_{\rm fit})/|M|$. When series resistance and loss are small, $M\simeq1/C$ and $\delta M/M\simeq-\delta C/C=(-\delta C'+i\,\delta C'')/C$. Hence
$$\rho_L=\mathrm{Im}\,\rho\quad\text{(excess loss)},\qquad \rho_C=-\mathrm{Re}\,\rho\quad\text{(excess capacitance)}.$$

Stack real and imaginary parts into a data vector $b$ and columns $a_k$ of a matrix $A$, and minimize $\tfrac12|b-Ax|^2$ with $x\ge0$. The derivative with respect to $x_k$ is $-a_k\cdot r$, where $r=b-Ax$. It must vanish if $x_k>0$ and must not be negative if $x_k=0$:
$$a_k\cdot r=0\ \ (x_k>0),\qquad a_k\cdot r\le0\ \ (x_k=0).$$

Therefore $r\cdot Ax=0$ and $r\cdot b=|r|^2$. For any other admissible weights $y$,
$$|r|\,|b-Ay|\ \ge\ r\cdot(b-Ay)\ \ge\ r\cdot b=|r|^2 ,$$
so no choice of weights on this grid does better.

A finer grid might. Scale every column so that its entries, all non-negative, sum to one, and let $\eta\ge0$ bound $a(\tau)\cdot r$ from above over all $\tau$. Then $\sum y$ equals the sum of the entries of $Ay$. For $N$ frequencies this is at most $\sqrt{2N}\,|Ay|$, and a competitor that fits no worse has $|Ay|\le|b|+|r|$. Thus
$$|b-Ay|\ \ge\ \frac{r\cdot b-\eta\sqrt{2N}\,(|b|+|r|)}{|r|}.$$

For the strongly driven film treated below, the misfit norm is 0.0552 and this lower bound, with $\eta$ from a dense scan of $\tau$, is 0.0540. A coarse grid is not the cause of that misfit. In other films it can be. The fits here use four time constants per decade, which suits smooth dispersion. A sharp relaxation, or leakage strong enough to put its time constant inside the band, can fall between grid points and leave a large misfit although the film is lawful. A finer grid removes it.

## What the residual looks like

A uniform density $h$ per unit $\ln\tau$ contributes to $M''$
$$h\int_0^\infty\frac{d\tau}{\tau}\,\frac{\omega\tau}{1+\omega^2\tau^2}=h\,\bigl[\arctan(\omega\tau)\bigr]_0^\infty=\frac{\pi h}{2},$$
and raises $M'$ by $h$ per unit $\ln\omega$. This is the lawful line found at the start.

Now let data with a smooth lawful background contain an extra $g$ and $\sigma_C$, and let the fit change its density uniformly by $\delta h$. The residuals are a loss $g-\pi\delta h/2$ and a capacitance slope $\epsilon=\sigma_C+\delta h$. Substituting $\delta h=\epsilon-\sigma_C$ turns the loss residual into $D-\pi\epsilon/2$. Over a band of width $L$ in $\ln\omega$, the mean square misfit is
$$\left(D-\frac{\pi\epsilon}{2}\right)^2+v\,\epsilon^2,\qquad v=\frac{L^2}{12}.$$

Setting its derivative to zero gives $\epsilon=(\pi/2)D/(v+\pi^2/4)$, and so
$$\rho_L=\frac{v}{v+\pi^2/4}\,D .$$

The result depends on $g$ and $\sigma_C$ through $D$ alone and tends to $D$ in a wide band. The real fit may also vary its density across the band, so the prefactor is a guide. In noiseless full fits the mid-band ratio $\rho_L/D$ was 0.79, 0.98 and 1.00 for 4, 8 and 12 decades. A pure slope defect also gave 1.00 at 12 decades. If $\delta h$ must be negative, the background density has to be large enough to supply it. Otherwise more of the slope stays in the capacitance residual. For a pure slope defect the loss plateau then shrinks with the background and vanishes without it, so the capacitance tilt must be read too.

The capacitance residual follows from the optimality condition. For an active element, with $x_j=\omega_j\tau$,
$$\sum_j\frac{1}{|M_j|}\,\frac{x_j\,\rho_L(\omega_j)}{1+x_j^2}=\sum_j\frac{1}{|M_j|}\,\frac{x_j^2\,\rho_C(\omega_j)}{1+x_j^2}.$$

The left side samples the loss residual near $\omega=1/\tau$, and the right side sums the capacitance residual above it. When $S_0>0$, the weighted sum of $\rho_C$ over the whole band is zero; when $S_0=0$ but an element much slower than the band is active, it is nearly zero. A positive loss plateau therefore requires $\rho_C$ to be negative on balance at low frequency and positive at high frequency. Negative $D$ reverses both signs.

## The second failure: the sign does not name the cause

**Hysteresis.** In the Rayleigh model of sub-coercive domain-wall motion, with $E=E_0\sin\theta$,
$$\frac{P}{\varepsilon_0}=(\varepsilon_i+\alpha E_0)E\mp\frac{\alpha}{2}(E_0^2-E^2),$$
with the upper sign for rising field. The last term equals $-\tfrac{\alpha}{2}E_0^2\cos\theta\,|\cos\theta|$. Its $\cos\theta$ coefficient is
$$-\frac{\alpha E_0^2}{2\pi}\int_0^{2\pi}|\cos\theta|^3d\theta=-\frac{\alpha E_0^2}{2\pi}\cdot\frac83=-\frac{4\alpha E_0^2}{3\pi}.$$

The first harmonic has the form $E_0(\varepsilon'\sin\theta-\varepsilon''\cos\theta)$, so hysteresis adds
$$\Delta\varepsilon'=\alpha E_0,\qquad \Delta\varepsilon''=\frac{4\alpha E_0}{3\pi}.$$

The loop contains no clock, so both are independent of frequency. This is loss without dispersion, $D>0$, and it grows with drive.

**Drift.** Let the capacitance fall linearly in time by a fraction $\Delta$ during a sweep with equal time per point and logarithmic spacing. An upward sweep records $\sigma_C=-\Delta/L$ without matching loss, hence $D=-\pi\Delta/(2L)$. A downward sweep records the opposite slope, hence $D>0$, the same sign as hysteresis.

For such a steady drift, the remedy is to sweep up and then straight down. If the capacitance factor at time step $j$ is $1-\kappa j$, the two visits to one frequency occur at steps $j$ and $2N-1-j$. Their mean factor, $1-\kappa(2N-1)/2$, is the same at every frequency. If the fall slows with time, the upward sweep loses more than the downward one. The mean then still falls with frequency and leaves a negative $D$, so averaging does not fully remove such a drift. Admittances should be averaged, because they are linear in $C$ apart from the small effect of $R$.

## The third failure: passing proves little

A lossless cubic polarization $\varepsilon E+\varepsilon_3E^3$ has, by $\sin^3\theta=(3\sin\theta-\sin3\theta)/4$, the first-harmonic permittivity $\varepsilon+\tfrac34\varepsilon_3E_0^2$. This is real and independent of frequency, so the fit absorbs it in the capacitance. Memoryless nonlinear leakage similarly gives a frequency-independent conductance at fixed drive and is absorbed in $G$. Changing the drive, or measuring the third harmonic, reveals the cubic term.

Two violations can also cancel. Hysteresis and an upward sweep under falling capacitance have opposite $D$, and the combination then looks like ordinary relaxation.

The resulting procedure has four parts:

1. Fit with non-negative weights, refine the grid of time constants until the misfit stops falling, and form $\chi^2=\sum(\rho_L^2+\rho_C^2)/\sigma^2$, with $\sigma$ the relative noise per component.
2. Add simulated noise to the fitted model, refit, and set the alarm at the mean $\chi^2$ plus four standard deviations.
3. Read the sign of $D$ from the loss plateau and the capacitance tilt.
4. Repeat with the sweep reversed and with the drive changed, whether or not the first sweep raised an alarm.

## A 10 nm hafnia capacitor

The synthetic data describe a $100\times100$ µm² film with permittivity 32.07 and capacitance 284 pF at mid-band. There are 41 points from 10 Hz to 1 MHz with 0.10 % noise. The Rayleigh coefficient is 3.0 cm/MV.

At 0.30 MV/cm (0.30 V), $\alpha E_0=0.90$ and $\Delta\varepsilon''=4(0.90)/(3\pi)=0.382$. A time-domain sum of play operators gives the same values. The defect is
$$D=\frac{0.382}{32.07+0.90}=1.16\ \%.$$

For a 5.0 % capacitance loss per sweep and $L=\ln10^5=11.5$,
$$|D|=\frac{\pi}{2}\cdot\frac{0.050}{11.5}=0.68\ \%.$$

The weak drive used in the drift cases, 0.010 MV/cm, adds its own 0.04 %. The drift entries for $D$ in the table refer $\Delta$ to the starting capacitance. At mid-band the capacitance has fallen to 0.975 of that value on the upward sweep and to 0.924 on the downward one, which moves $D$ by about −0.02 and +0.06 percentage points respectively. In the table, the plateau is the mean of $\rho_L$ over the middle two decades.

| Case | $\chi^2$ | Alarm | $D$ (%) | Plateau (%) |
|---|---|---|---|---|
| Weak drive | 59 | 109 | +0.04 | +0.04 |
| Hysteresis, 0.15 MV/cm | 739 | 111 | +0.59 | +0.47 |
| Hysteresis, 0.30 MV/cm | 3053 | 108 | +1.16 | +0.97 |
| Cubic, tenfold leakage | 65 | 104 | 0 | −0.01 |
| Drift, upward | 1202 | 109 | −0.64 | −0.61 |
| Drift, downward | 1500 | 120 | +0.72 | +0.66 |
| Drift, averaged | 96 | 108 | +0.04 | +0.01 |
| Both, upward | 54 | 112 | 0 | −0.01 |
| Both, downward | 4690 | 120 | +1.36 | +1.23 |

Weak drive passes although some hysteresis is present: its defect adds at most about $41\,(0.04/0.10)^2\approx7$ to the expected $\chi^2$, much less than the distance to the alarm. Doubling the drive from 0.15 to 0.30 MV/cm, with the sweep unchanged, multiplies the plateau by 2.07. The cubic case passes although its permittivity has shifted by −1.35, about 4 %; its third harmonic is 0.45 in permittivity units.

In the last two rows the drive was chosen to cancel the upward drift. Equating the defects,
$$\frac{4}{3\pi}\,\frac{\alpha E_0}{32.07+\alpha E_0}=0.00682\quad\Rightarrow\quad\alpha E_0=0.524,$$
or $E_0=0.175$ MV/cm. The upward sweep of this nonlinear, drifting device gives one of the cleanest fits in the table. The reversed sweep gives the largest misfit.

At 0.30 MV/cm the loss residual, averaged over successive decades, is +0.20, +0.88, +1.00, +0.92 and +0.26 %. The capacitance residual runs from −0.45 to +0.44 %. Upward drift reverses both patterns. The loss residual is weak in the edge decades because lawful elements can supply loss there with little dispersion: series resistance gives a loss proportional to $\omega$, and slow leakage one proportional to $1/\omega$.

## Against a real film

Permittivity near 30, a loss tangent near 0.01 and a thickness of 10 nm are roughly typical of ferroelectric hafnium-zirconium oxide. The largest drive is 0.30 of a rough coercive field of 1 MV/cm and 0.075 of a rough breakdown field of 4 MV/cm. The Rayleigh coefficient and the drift are round choices. The noise is optimistic at the low end: at 10 mV and 10 Hz the current is 0.18 nA, so 0.10 % means resolving about 0.2 pA.

The assumption most open to doubt is strict rate independence, since domain-wall motion is thermally assisted. If $\alpha$ stayed real and fell by a fraction $p$ per decade, the added slope would lower the mid-band defect by the fraction $(\pi/2)(p/\ln10)/[4/(3\pi)]=1.6\,p$. A 10 % fall per decade would then remove about 16 % of $D$. A fall caused by relaxation carries its own loss, however. If the hysteretic response is multiplied by the causal factor $1-q\ln(i\omega/\omega_m)$, with $q=p/\ln10$ and $\omega_m$ the mid-band frequency, it gains a loss $(\pi/2)\,q\,\alpha E_0$ that cancels the slope term, and the mid-band $D$ is unchanged to first order in $p$. How much of $D$ rate dependence removes in a real film depends on its mechanism, which this model does not fix.

The other effects estimated here are small. A lead inductance of 100 nH changes the result by 0.11 % at 1 MHz, comparable with the noise, and falls as $\omega^2$ below that. Series resistance takes 0.40 % of the drive at the top frequency through the capacitive current alone, and about 0.6 % at full drive once the loss current is included. Drift within one point is 0.125 %, comparable with the noise, and change during a reading is not modelled. Estimated self-heating is below 0.001 K. The numerical output lists these estimates and the full set of cases.

## Numbers as computed

```
film: thickness 10 nm, side 100 um, eps_inf 30
linear permittivity at mid-band: 32.07
capacitance at mid-band: 283.9 pF
base loss tangent (input): 0.010
series resistance 50 ohm, leakage resistance 20 Gohm
band 10 Hz to 1000000 Hz, 41 points, noise 0.10 % per component
relaxation times in fit: 37, from 1.59e-09 s to 1.59e+00 s
Rayleigh coefficient 3.0 cm/MV, cubic coefficient -20 (cm/MV)^2
drive 0.010 MV/cm (0.010 V): hysteretic eps' 0.0300, eps'' 0.0127
drive 0.150 MV/cm (0.150 V): hysteretic eps' 0.4500, eps'' 0.1910
drive 0.300 MV/cm (0.300 V): hysteretic eps' 0.9000, eps'' 0.3820
drive 0.175 MV/cm (0.175 V): hysteretic eps' 0.5239, eps'' 0.2223
third harmonic / eps'' of hysteresis: 0.2000
cubic case: first-harmonic shift -1.350, third harmonic 0.450 (eps units)
capacitance drift per sweep 5.0 %, defect |D| from drift 0.682 %
plateau/D for 4, 8, 12 decades: 0.786 0.978 0.998; slope-only, 12: 0.998
case: chi2 | alarm level | D % | loss plateau % | cap. tilt %
weak drive: 58.7 | 109.2 | +0.040 | +0.040 | +0.010
hysteresis, half drive: 739.3 | 111.3 | +0.587 | +0.467 | +0.254
hysteresis, full drive: 3052.5 | 108.4 | +1.159 | +0.966 | +0.516
lossless cubic, 10x leakage: 65.3 | 104.3 | +0.000 | -0.011 | +0.005
drift, upward sweep: 1201.8 | 109.4 | -0.643 | -0.611 | -0.334
drift, downward sweep: 1499.9 | 119.6 | +0.722 | +0.663 | +0.354
drift, mean of both sweeps: 95.5 | 108.1 | +0.040 | +0.006 | -0.001
hysteresis+drift, upward: 54.1 | 112.1 | +0.000 | -0.008 | -0.013
hysteresis+drift, downward: 4689.8 | 119.7 | +1.364 | +1.232 | +0.677
residuals in %, mean over each decade from 10 Hz upward:
hysteresis, full drive, loss: +0.204 +0.881 +0.999 +0.923 +0.258
hysteresis, full drive, cap: -0.452 -0.184 +0.015 +0.154 +0.442
drift, upward sweep, loss: -0.218 -0.564 -0.622 -0.546 -0.113
drift, upward sweep, cap: +0.281 +0.117 -0.030 -0.122 -0.250
plateau ratio, full to half drive: 2.07
full drive: misfit norm 0.0552, lower bound for any grid 0.0540
full drive, signs free: chi2 1618.7, sum|weights| grows 1.26e+07 times
1 decade(s), misfit/defect: constrained 0.1306, free 3.61e-03, weights x 1.4e+05
2 decade(s), misfit/defect: constrained 0.3798, free 8.76e-02, weights x 1.3e+06
5 decade(s), misfit/defect: constrained 0.7461, free 5.48e-01, weights x 1.1e+07
lead inductance 100 nH: relative effect at top frequency 0.112 %
drive lost over series resistance at top frequency: 0.395 %
capacitance drift within one point: 0.125 %
leakage loss tangent at lowest frequency: 0.0028
leakage density at full drive: 1.50e-07 A/cm2
current at weak drive, lowest frequency: 0.178 nA
self-heating at top frequency (0.5 mm Si, 150 W/mK): 5.68e-04 K
full drive / rough coercive field (1 MV/cm): 0.30
full drive / rough breakdown field (4 MV/cm): 0.075
```
